# Homogeneous Half-Loop Nucleation in Silicon-Like Films at One Percent Strain

A film grown coherently on a substrate with a 1 percent lattice mismatch stores elastic energy in proportion to its thickness. Beyond some thickness, dislocations at the interface would lower the total energy. If film and substrate contain no dislocations, the first must be created, most simply as a small half-loop of slip entering from the free surface. Can thermal agitation create it at a perfect, flat surface?

## Back-of-envelope argument

A half-loop of radius $R$ has line length $\pi R$ and encloses slipped area $\pi R^2/2$. With line energy $T$ per length, resolved shear stress $\tau$ and Burgers length $b$,

$$E(R)\approx \pi RT-\tfrac12\pi R^2\tau b .$$

Setting $dE/dR=\pi T-\pi R\tau b=0$ gives $R^*=T/(\tau b)$ and $E^*=\pi T^2/(2\tau b)$.

For $T$, take a screw dislocation. Its shear strain is $b/(2\pi r)$, so its energy density is $\mu b^2/(8\pi^2r^2)$, where $\mu$ is the shear modulus. Integrating over $2\pi r\,dr$ from a core radius $r_0$ to $R$ gives $T=(\mu b^2/4\pi)\ln(R/r_0)$. For $R/r_0$ near 20 the logarithm is about 3, so $T\approx\mu b^2/4$.

The round model parameters are $\mu=65$ GPa, Poisson ratio $\nu=0.22$ and $b=0.38$ nm. Then $\mu b^2\approx58.6$ eV/nm and $T\approx14.6$ eV/nm. The stress derived below gives $\tau b=1.97$ eV/nm², hence

$$R^*\approx\frac{14.6}{1.97}\approx7.4\ \text{nm},\qquad E^*\approx\frac{\pi(14.6)^2}{2(1.97)}\approx170\ \text{eV}.$$

The radius is consistent with the assumed logarithm. The barrier is far above 10 eV, but the core, the surface and the type of dislocation need closer treatment.

## Stress in the film

The model is isotropic, with equal moduli in film and substrate. The film normal is $z$ and the in-plane strain is $\varepsilon$. Since $\sigma_{zz}=0$, Hooke's law gives $\lambda(2\varepsilon+\varepsilon_{zz})+2\mu\varepsilon_{zz}=0$. With $\lambda=2\mu\nu/(1-2\nu)$ this means $\varepsilon_{zz}=-2\nu\varepsilon/(1-\nu)$. Subtracting $\sigma_{zz}=0$ from $\sigma_{xx}$ removes the $\lambda$ term:

$$\sigma=2\mu(\varepsilon-\varepsilon_{zz})=2\mu\frac{1+\nu}{1-\nu}\varepsilon=2.03\ \text{GPa}.$$

For the plane normal $(1,1,1)/\sqrt3$ and slip direction $(0,1,-1)/\sqrt2$, only the in-plane components contribute, so $\tau=\sigma/\sqrt6=0.83$ GPa. This is the 60° dislocation: its Burgers vector makes that angle with the misfit line along $[1\bar10]$. Reversing the strain reverses the slip, so $\tau$ denotes a positive magnitude.

## Energy of a slipped disk

Use local axes with slip $u(x,z)$ along $x$ on the plane $y=0$. Slip acts as a plastic shear, with plastic stress $\sigma^p_{xy}=\mu u\,\delta(y)$. In Fourier space let $\mathbf w$ be the displacement, $\mathbf k$ the wavevector and $\hat u$ the slip amplitude. Equilibrium reads

$$(\lambda+\mu)k_i(\mathbf k\cdot\mathbf w)+\mu k^2w_i=f_i,\qquad \mathbf f=-i\mu\hat u(k_y,k_x,0).$$

Taking the product with $\mathbf k$ and using $\lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$ gives

$$\mathbf k\cdot\mathbf w=-i\hat u\,\frac{1-2\nu}{1-\nu}\,\frac{k_xk_y}{k^2}.$$

Putting this back, with $(\lambda+\mu)/\mu=1/(1-2\nu)$,

$$w_i=\frac{f_i}{\mu k^2}+\frac{i\hat u\,k_ik_xk_y}{(1-\nu)k^4}.$$

The shear stress is $i\mu(k_xw_y+k_yw_x)-\mu\hat u$, or

$$\hat\sigma_{xy}=-\mu\hat u\left[\frac{k_z^2}{k^2}+\frac{2k_x^2k_y^2}{(1-\nu)k^4}\right].$$

To evaluate it on $y=0$, integrate over $dk_y/2\pi$. With $q^2=k_x^2+k_z^2$, the integrals of $1/k^2$ and $k_y^2/k^4$ over $k_y$ are $\pi/q$ and $\pi/(2q)$. Slip built up against its own stress costs $-\frac12\int\sigma_{xy}u\,dA$, so

$$E_{\rm full}=\frac\mu4\int\frac{d^2q}{(2\pi)^2}\,|\hat u|^2\,\frac{k_z^2+k_x^2/(1-\nu)}q .$$

For a disk of slip $b$ whose edge is spread with half-width $r_0/2$, $\hat u=2\pi Rb\,J_1(qR)e^{-qr_0/2}/q$. The angular average of the numerator is $q^2(2-\nu)/[2(1-\nu)]$. Therefore

$$E_{\rm full}=\frac{\pi\mu b^2R^2(2-\nu)}{4(1-\nu)}\int_0^\infty J_1^2(qR)e^{-qr_0}\,dq .$$

Set $s=qR$ and $\eta=r_0/R$. The addition theorem $J_1^2(s)=\pi^{-1}\int_0^\pi J_0(2s\sin\frac\phi2)\cos\phi\,d\phi$ and the Laplace transform of $J_0$ give, with $t=\phi/2$,

$$\int_0^\infty J_1^2e^{-\eta s}ds=\frac2\pi\int_0^{\pi/2}\frac{1-2\sin^2t}{\sqrt{\eta^2+4\sin^2t}}\,dt .$$

For $\eta\ll1$ the second term in the numerator contributes $-\int_0^{\pi/2}\sin t\,dt=-1$. Split the first at a small $t_0\gg\eta$. The inner part is $\frac12\ln(4t_0/\eta)$ and the outer part $\frac12\ln(2/t_0)$; their sum is $\frac12\ln(8/\eta)$. The integral is thus $[\ln(8R/r_0)-2]/\pi$. Half the loop energy is

$$\tfrac12E_{\rm full}=AR\left[\ln\frac{8R}{r_0}-2\right],\qquad A=\frac{\mu b^2(2-\nu)}{8(1-\nu)}=16.7\ \text{eV/nm}.$$

The misfit energy of the atoms within the core is left out. Adding it would raise the line energy, equivalent to reducing $r_0$. I take $r_0=b$ as the low-energy case and $b/4$ as the other end of the range.

## What the free surface changes

Consider an upright slip plane, with $b$ parallel to the surface $z=0$. Reflection in $z=0$ maps the full loop onto itself, so $w_x,w_y$ are even in $z$ and $w_z$ is odd. The shear tractions vanish on the midplane, but a normal traction $p=\sigma_{zz}$ remains.

In the lower half, write this field as the true half-loop field plus a continuous corrective field carrying $p$. Their cross energy vanishes: the true field has no surface traction, and the corrective displacement has no jump across the slip plane. Hence the true energy is $\frac12E_{\rm full}$ minus the corrective energy.

From $\mathbf w$ above, $\hat\sigma_{zz}=i\lambda\,\mathbf k\cdot\mathbf w+2i\mu k_zw_z$, so

$$\hat\sigma_{zz}=\frac{2\mu\hat u\,k_xk_y}{1-\nu}\left[\frac\nu{k^2}-\frac{k_z^2}{k^4}\right],$$

and integration over $dk_z/2\pi$ gives $\hat p$. To find the response to a normal load $p\cos\kappa x$ on the half-space $z<0$, take the Airy function $-(p/\kappa^2)(1-\kappa z)e^{\kappa z}\cos\kappa x$. It gives no surface shear, with $\sigma_{zz}=p(1-\kappa z)e^{\kappa z}\cos\kappa x$ and $\sigma_{xx}=p(1+\kappa z)e^{\kappa z}\cos\kappa x$. In plane strain,

$$\varepsilon_{zz}=\frac{p}{2\mu}(1-\kappa z-2\nu)e^{\kappa z}\cos\kappa x .$$

Integrating from $-\infty$ to 0 gives a surface displacement of amplitude $(1-\nu)p/(\mu\kappa)$. The corrective energy is therefore

$$E_c=\frac12\int\frac{d^2\kappa}{(2\pi)^2}\,\frac{1-\nu}{\mu\kappa}\,|\hat p|^2=ARc .$$

In the sharp-core limit $R$ is the sole length, so $c$ is a pure number. Numerical integration gives $c\approx0.02$. Its convergence was tested to an absolute 0.02, which establishes that it is small, not its second digit. In the film the {111} plane is inclined and the Burgers vector of the 60° dislocation is not parallel to the surface. Shear tractions then remain on the midplane as well, so $c$ can be much larger than 0.02 and the barrier correspondingly lower. Inversion through the loop centre still maps the full loop onto itself, so the same subtraction applies once the shear tractions are included, with surface compliance $(1-\nu)/(\mu\kappa)$ along $\boldsymbol\kappa$ and $1/(\mu\kappa)$ across it. At the 1 percent saddles this gives $c\approx0.37$ for the 60° dislocation and $c\approx0.44$ for the partial treated below. Unless stated otherwise the numbers below keep the upright value, and $c=1$ serves as a generous allowance, not as a proven bound.

## The saddle

The film stress does work $F=\tau b$ per slipped area. If the slip also removes a surface step, let $s$ now denote the energy gained per unit radius. Then

$$E(R)=AR\left[\ln\frac{8R}{r_0}-2-c\right]-sR-\frac{\pi}{2}R^2F .$$

Differentiating the logarithm adds $A$. Dividing the stationarity condition by $A$ and defining $x=\pi FR^*/A$,

$$x=\ln\frac{8R^*}{r_0}-1-c-\frac sA .$$

The bracket together with the step term is then $x-1$, and the work term is $AR^*x/2$, so

$$E^*=AR^*\left(\frac x2-1\right)=\frac{A^2}{2\pi F}\,x(x-2).$$

Since $E''=(A/R^*)(1-x)$, the root with $x>1$ is the maximum. Substituting $R^*=Ax/(\pi F)$ into the condition and exponentiating gives $xe^{-x}=\pi Fr_0e^{1+c+s/A}/(8A)$. Therefore $x=-W_{-1}$ of minus the right-hand side, where $W_{-1}$ is the lower real branch of the Lambert function.

For $r_0=b$ and $c=s=0$, $A/(\pi F)=16.71/(1.969\pi)=2.70$ nm. The solution is $R^*=12.3$ nm: $\ln(8\times12.31/0.38)-1=4.56$, and $2.70\times4.56=12.3$. The barrier is

$$E^*=16.71\times12.31\times(2.28-1)\approx263\ \text{eV}.$$

Maximizing the energy with the Bessel integral evaluated directly gives the same value within 1 eV. The surface correction computed for the upright loop lowers it to 259 eV, and that for the inclined loop to about 190 eV. With $r_0=b/2$ and $b/4$ the upright-loop value becomes about 410 and 600 eV: the core sets the factor, not the conclusion.

**Shape.** For an ellipse with semi-axes $a_x,a_z$, put $k_x=s\cos\phi/a_x$ and $k_z=s\sin\phi/a_z$, with $s$ again an integration variable. Define $g^2=\cos^2\phi/a_x^2+\sin^2\phi/a_z^2$ and $h=\sin^2\phi/a_z^2+\cos^2\phi/[(1-\nu)a_x^2]$. The same radial integral gives the half-loop line energy

$$\frac{\mu b^2a_xa_z}{8\pi}\int_0^{2\pi}\frac hg\left[\ln\frac8{gr_0}-2\right]d\phi ,$$

from which the work $\pi a_xa_zF/2$ is subtracted. Maximizing over size and minimizing over aspect ratio, with $c=0$, gives 252 eV at $a_x/a_z=1.43$, about 4 percent below the semicircle. The loop lengthens along $b$ because edge segments cost more, by the factor $1/(1-\nu)$ in the kernel.

## Partials and generous allowances

A leading partial has a shorter Burgers vector, $b_p=b/\sqrt3=0.219$ nm. For slip along $(1,1,-2)/\sqrt6$ the resolved stress is $\sigma\sqrt2/3=0.96$ GPa. This 90° partial leaves a low-energy stacking fault when the film is in tension, which I assume here, with chosen fault energy 0.06 J/m². The fault opposes growth, so $F=\tau b_p-\gamma_{\rm sf}=0.94$ eV/nm². Since $A\propto b^2$, it falls to 5.57 eV/nm. With $r_0=b_p$ and the computed upright-loop $c$, the barrier is 70 eV. In a tensile film the barrier is thus well below that of the full dislocation, and the larger $c$ of the inclined loop lowers it further, to about 50 eV. In a compressive film the leading partial is the 30° one, with half the resolved stress, and the same formula gives about 460 eV, above the full dislocation.

Now let slip remove a step of length $2R$, crediting it with a surface energy of 1 J/m² times the step height. This gives $s=3.35$ eV/nm for the full dislocation and 2.24 eV/nm for the partial. Taking $c=1$ as well leaves 60 eV and 14 eV. The last figure is close enough to 10 eV that it should be read as the outcome of stacked allowances, without an elliptical correction, and not as a strict lower bound.

## Comparison with thermal activation

Treat $E^*$ as the activation free energy, neglecting entropy changes. With $N$ sites, attempt rate $\nu_0$ and time $t$, the expected number of events is $N\nu_0t\,e^{-E^*/kT}$, where $T$ is now temperature. One event requires

$$E^*=kT\ln(N\nu_0t).$$

Take one site per $b^2$ on a wafer of 0.07 m², $\nu_0=10^{13}$ s⁻¹ and $t=10^4$ s. The logarithm is 79.9. At 1000 K, $kT=0.0862$ eV and the limit is 6.9 eV. A 10 eV barrier would give about $10^{-16}$ events, and the 259 eV barrier about $10^{-1269}$; the latter exponent means no more than "never". Ten electronvolts is not a universal threshold: on the same count a 10 eV barrier would yield one event near 1450 K.

The rough estimate of 170 eV is lower than 259 eV mainly because of its line energy. At the computed saddle, the line energy per length is about 19 eV/nm, not 14.6. Since the line energy enters the rough barrier squared, this alone would give about 280 eV; the growth of the logarithm with radius accounts for the remaining difference.

## Higher strain and the limit of the model

For the full dislocation with $r_0=b$ and the $c$ computed for the upright loop:

| Strain | $R^*$ (nm) | $E^*$ (eV) |
|---|---|---|
| 1% | 12.2 | 259 |
| 2% | 4.9 | 66 |
| 3% | 2.7 | 24 |
| 4% | 1.7 | 8.5 |

The prefactor $A^2/(2\pi F)$ falls as $1/\varepsilon$, but $x(x-2)$ falls too, from about 11.5 at 1 percent to 1.5 at 4 percent. Together they reduce the barrier thirtyfold. At very small strain $x$ is large and varies slowly, so the barrier approaches $1/\varepsilon$ scaling with logarithmic corrections. At high strain the formula gives zero barrier at $x=2$. For $c=s=0$ that means $R^*=e^3r_0/8\approx2.5r_0$, a loop barely larger than its core, where neither the small-core logarithm nor continuum elasticity can be trusted.

In the table the barrier falls below 10 eV between 3 and 4 percent strain, so the conclusion reached at 1 percent does not hold for strained films in general. The entries use the small-core logarithm; evaluating the Bessel integral without it raises each by about 1 eV, the 4 percent entry to 9.6 eV. The larger $c$ of the inclined loop lowers the entries to about 190, 43, 14 and 4 eV and moves the crossing to smaller strain within the same interval.

## What a defect supplies

An existing threading dislocation crosses the film already. As it glides, it lays down misfit line without creating a loop. Per length of misfit line it sweeps an area $h/\sin\theta$, where $h$ is the film thickness and $\sin\theta=\sqrt{2/3}$, and so gains $\tau bh/\sin\theta$.

For the cost, replace the surface by an opposite image line at distance $d=2h$. A strip of slip of width $d$ has $|\hat u|^2=4b^2\sin^2(qd/2)e^{-qr_0}/q^2$ per unit length. With angle $\beta$ between line and Burgers vector, the kernel factor is $K=\cos^2\beta+\sin^2\beta/(1-\nu)=(1-\nu\cos^2\beta)/(1-\nu)$. The pair energy is

$$\frac{\mu b^2K}{2\pi}\int_0^\infty\frac{1-\cos qd}{q}e^{-qr_0}dq=\frac{\mu b^2K}{4\pi}\ln\left(1+\frac{d^2}{r_0^2}\right)\approx\frac{\mu b^2K}{2\pi}\ln\frac d{r_0}.$$

Half belongs to the real line. Order-one corrections to the logarithm from the inclined geometry are neglected. Glide lowers the energy when

$$\frac{\tau bh}{\sin\theta}>\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\ln\frac{2h}{r_0}.$$

For $\beta=60^\circ$ and $r_0=b$ the coefficient on the right is 5.65 eV/nm, and equality occurs at $h\approx9$ nm. In a 30 nm film the gain is $1.969\times30/0.816\approx72$ eV/nm and the cost is $5.65\ln(60/0.38)\approx29$ eV/nm, leaving 44 eV per nanometre of misfit line. The critical half-loop, 10 nm deep, also fits within this film. In a film too thin to contain it, the part in the unstrained substrate would gain no work, raising the semicircular barrier.

So the 30 nm film has a strong energetic reason to relax but no thermal route to its first dislocation from a perfect surface. A threading dislocation removes the nucleation step, though its glide has an activation energy of its own. A particle, notch or surface groove can instead raise the local stress. In the base model the barrier meets the 6.9 eV limit at a strain of 4.2 percent, a local concentration of about four sustained over the small critical loop. That factor is only indicative, since it lies near the edge of the continuum model. The 6.9 eV limit counts sites on a whole wafer; a single defect offers far fewer, so the barrier there must be lower and the stress somewhat higher. The larger $c$ of the inclined loop, or in a tensile film the 90° partial, would instead reduce the stress needed; the 30° partial that leads in a compressive film would not. Within these assumptions, thermal agitation at 1000 K does not create the first half-loop at a perfect surface under 1 percent strain; defects such as these offer other starting points for relaxation. The input values and main results are collected in the numerical output below.

## Calculated quantities

```
shear modulus = 65 GPa; Poisson ratio = 0.22
Burgers length = 0.38 nm; partial = 0.219 nm
strain = 1.0 percent; film thickness = 30 nm
biaxial stress = 2.033 GPa
resolved stress, full = 0.830 GPa
resolved stress, partial = 0.959 GPa
A, full = 16.71 eV/nm; A, partial = 5.57 eV/nm
F, full = 1.969 eV/nm^2; F, partial = 0.938 eV/nm^2
surface number c, upright loop = 0.022
c = 0, r0 = b: R* = 12.31 nm, E* = 263.2 eV
same barrier by direct integration = 263.4 eV
best ellipse: aspect = 1.43, E* = 252.3 eV
computed c, r0 = b/1: R* = 12.24 nm, E* = 258.7 eV
computed c, r0 = b/2: R* = 14.59 nm, E* = 414.2 eV
computed c, r0 = b/4: R* = 16.85 nm, E* = 596.3 eV
depth of critical loop, r0 = b: 9.99 nm
partial, r0 = its b: R* = 9.03 nm, E* = 69.7 eV
surface energy for step allowance = 1.0 J/m^2
stacking-fault energy = 0.06 J/m^2
step gain s: full 3.35, partial 2.24 eV/nm
generous full (c = 1): R* = 7.86 nm, E* = 59.6 eV
generous partial (c = 1): R* = 5.47 nm, E* = 13.6 eV
strain 1 percent: R* = 12.24 nm, E* = 258.7 eV
strain 2 percent: R* = 4.88 nm, E* = 65.6 eV
strain 3 percent: R* = 2.73 nm, E* = 23.5 eV
strain 4 percent: R* = 1.74 nm, E* = 8.5 eV
temperature = 1000 K; kT = 0.0862 eV
attempt rate = 1e+13 1/s; time = 1e+04 s
wafer area = 0.07 m^2; ln(trials) = 79.9
thermal limit for one event = 6.88 eV
log10 expected events at 10 eV = -15.7
log10 expected events at base barrier = -1269
temperature for one event at 10 eV = 1453 K
strain where barrier meets limit = 4.18 percent
local stress factor needed = 4.18
misfit line coefficient = 5.65 eV/nm
critical thickness for existing threading line = 9.05 nm
misfit energy gain in chosen film = 43.7 eV/nm
```
